# Read's avalanche equation, photodiode gain, and the constant gain-bandwidth product, part 1

(Sections cited here and not found follow in the second part.)

## Read's equation and the assumption that closes it

Dimensional analysis fixes the high-gain response of an avalanche photodiode up to one pure number. Let electrons and holes cross a layer of width \(W\) at the same constant speed \(v\), and let each ionise with the same probability \(\alpha\) per unit path. If the field is held fixed, the equations for the currents are linear, and the only quantities in them are \(W\), \(v\), \(\alpha\) and the angular frequency \(\omega\) of the light modulation. The current gain is dimensionless, so it can depend only on the dimensionless groups

\[
a=\alpha W,\qquad \omega\tau,\qquad \tau=\frac{W}{v}.
\]

At breakdown the current sustains itself without injection, so its decay rate \(\Gamma\) there is zero. Suppose that the breakdown value is \(a=1\), as will be shown, and that \(\Gamma\) varies smoothly with \(a\). Since \(\tau\) is the only time available, the rate just below breakdown must be

\[
\Gamma=\frac{1-a}{c\,\tau},
\]

with \(c\) a pure number. A current that decays at this rate and has steady gain \(M_0=1/(1-a)\) responds to modulation as

\[
M(\omega)=\frac{M_0}{1+i\omega/\Gamma}=\frac{M_0}{1+i\omega M_0\,c\,\tau}.
\]

The bandwidth is then inversely proportional to the gain, and their product is constant. The dimensional argument cannot supply \(c\). Read's equation gives \(c=1/2\). The transport equations from which it is obtained give \(c=1/3\) for uniform ionisation. Both values are derived below, together with the reason for the difference.

The layer occupies \(0<x<W\), and electrons move towards \(+x\), holes towards \(-x\). With \(n\) and \(p\) the carrier densities and \(q\) the elementary charge, define the positive current magnitudes

\[
J_n=qvn,\qquad J_p=qvp,\qquad S=J_n+J_p .
\]

Both carriers carry electric current in the same direction, because their charges and their velocities are both opposite; this is why the magnitudes add in \(S\).

In a time \(dt\) each carrier travels \(v\,dt\) and creates on average \(\alpha v\,dt\) pairs. Pairs are therefore created at the rate \(\alpha v(n+p)\) per unit volume, and each adds one electron and one hole. Conservation of each species gives

\[
\frac{\partial n}{\partial t}+v\frac{\partial n}{\partial x}=\alpha v(n+p),\qquad
\frac{\partial p}{\partial t}-v\frac{\partial p}{\partial x}=\alpha v(n+p).
\]

Multiplying by \(q\) and using the definitions of the currents,

\[
\frac1v\frac{\partial J_n}{\partial t}=-\frac{\partial J_n}{\partial x}+\alpha S,\qquad
\frac1v\frac{\partial J_p}{\partial t}=\frac{\partial J_p}{\partial x}+\alpha S. \tag{1}
\]

These equations contain several assumptions. The speeds are saturated and equal. Diffusion and recombination within the layer are neglected. The coefficient \(\alpha(x,t)\) is set by the local field at that instant, so a newly created carrier is able to ionise at once. Finally, the avalanche's own charge is taken to be too small to change \(\alpha\). The last two assumptions are sized for a definite device further on.

The current measured at the terminals must be related to \(S\), which need not be the same at all \(x\). Subtracting the second of equations (1) from the first removes the ionisation terms:

\[
\frac1v\frac{\partial}{\partial t}(J_n-J_p)=-\frac{\partial S}{\partial x}. \tag{2}
\]

Let \(F\) be the magnitude of the field, which points towards \(-x\), and \(\varepsilon\) the permittivity. Any fixed charge is constant in time. Gauss's law for the mobile charge then gives

\[
\varepsilon\frac{\partial}{\partial x}\frac{\partial F}{\partial t}
=q\frac{\partial}{\partial t}(n-p)
=\frac1v\frac{\partial}{\partial t}(J_n-J_p)
=-\frac{\partial S}{\partial x}.
\]

The sum \(S+\varepsilon\,\partial F/\partial t\) is thus independent of \(x\). It is the total current density, particle plus displacement, that flows in the external circuit. Its average over the layer is

\[
J_{\rm ext}=\bar S+\frac{\varepsilon}{W}\frac{dV}{dt},\qquad
\bar S=\frac1W\int_0^W S\,dx,\qquad V=\int_0^W F\,dx .
\]

At constant voltage the last term vanishes, and the terminal current density is the spatial mean \(\bar S\). The photodiode is treated at constant voltage from here on.

Now add the two equations (1):

\[
\frac1v\frac{\partial S}{\partial t}=-\frac{\partial}{\partial x}(J_n-J_p)+2\alpha S .
\]

The factor 2 appears because one ionisation adds two carriers. Integration over the layer gives

\[
\tau\frac{d\bar S}{dt}=-\big[J_n-J_p\big]_0^W+2\int_0^W\alpha S\,dx, \tag{3}
\]

since \(\int_0^W S\,dx/v=\tau\bar S\). The boundary term is fixed by what is injected. Electrons enter at \(x=0\) with current \(J_n(0)\), and holes enter at \(x=W\) with current \(J_p(W)\). The currents of the carriers that leave are found by subtraction from \(S\):

\[
J_p(0)=S(0)-J_n(0),\qquad J_n(W)=S(W)-J_p(W).
\]

Therefore

\[
\big[J_n-J_p\big]_0^W=\{S(W)-2J_p(W)\}-\{2J_n(0)-S(0)\}
=S(0)+S(W)-2J_s,
\]

where \(J_s=J_n(0)+J_p(W)\) is the total injected current density. Equation (3) becomes

\[
\tau\frac{d\bar S}{dt}=-\big[S(0)+S(W)\big]+2J_s+2\int_0^W\alpha S\,dx. \tag{4}
\]

Within the model no approximation has been made in this balance, and \(\alpha\) may vary with position and time. It is not yet an equation for the terminal current, because it contains three different measures of \(S\): its mean, its values at the two edges, and its average weighted by \(\alpha\).

In the steady state the difference is removed by equation (2), whose left side vanishes, so that \(S\) is the same everywhere. Write \(S=J\) and \(a=\int_0^W\alpha\,dx\), which generalises \(\alpha W\). Equation (4) reduces to

\[
0=-2J+2J_s+2aJ,
\qquad\text{so}\qquad
M_0=\frac{J}{J_s}=\frac{1}{1-a}. \tag{5}
\]

The result can be read as a chain of generations. A pair created at \(x\) sends its electron over the path from \(x\) to \(W\) and its hole over the path from \(x\) to \(0\). Together they sweep the whole layer once, wherever the pair was born, and create on average \(a\) new pairs. An injected carrier also sweeps the whole layer once. Each injected carrier thus leads to \(1+a+a^2+\dots=1/(1-a)\) charges through the circuit. The series converges for \(a<1\), and breakdown is at \(a=1\), as supposed at the outset.

Read's equation follows if \(S\) is taken to be uniform while the current is changing as well. With \(S(0)=S(W)=\bar S=J(t)\), equation (4) becomes \(\tau\,dJ/dt=-2J+2J_s+2aJ\), and division by 2 gives

\[
\frac{\tau}{2}\frac{dJ}{dt}=(a-1)J+J_s. \tag{6}
\]

The one-half has a simple origin. The layer holds \(\tau J/q\) carriers per unit area, but they are created in pairs, so the number of pairs needed to build up this population is half as large. In equation (6) the integral \(a\) may depend on time through the field, which is how the equation is used when the field across an avalanche diode oscillates.

For the photodiode \(a\) is constant. Let the injected current have a part proportional to \(e^{i\omega t}\); this sign convention is kept throughout. The time derivative becomes a factor \(i\omega\), and for the amplitudes at frequency \(\omega\)

\[
\Big(1-a+\frac{i\omega\tau}{2}\Big)J=J_s .
\]

Dividing by the bracket and multiplying numerator and denominator by \(M_0=1/(1-a)\),

\[
M(\omega)=\frac{J}{J_s}=\frac{M_0}{1+i\omega M_0\tau/2}. \tag{7}
\]

Define the bandwidth \(B\) as the frequency at which \(|M|^2\) has fallen to half of \(M_0^2\). This requires \(\omega M_0\tau/2=1\), that is \(2\pi B=2/(M_0\tau)\), and hence

\[
M_0B=\frac{1}{\pi\tau}. \tag{8}
\]

The product depends on the transit time alone. Raising the bias at fixed \(W\) and \(v\) increases the gain and lengthens the response in the same proportion, because a larger gain is reached through more generations of ionisation, and these follow one another in time.

Equation (7) rests on the assumed uniformity of \(S\), which must now be tested. Equation (2) shows that \(S\) cannot be uniform when the currents are changing, unless \(J_n-J_p\) happens to be constant in time. For amplitudes proportional to \(e^{i\omega t}\) it reads

\[
\frac{dS}{dx}=-\frac{i\omega}{v}(J_n-J_p). \tag{9}
\]

Consider uniform \(\alpha\), high gain and \(\omega\tau\ll1\). To leading order the right side may be evaluated with the steady profiles. In the steady state \(dJ_n/dx=\alpha J\), with \(\alpha\simeq1/W\) near breakdown, while the injected currents are smaller than \(J\) by a factor of order \(1/M_0\). Thus

\[
J_n\simeq J\xi,\qquad J_p\simeq J(1-\xi),\qquad \xi=\frac{x}{W}.
\]

Electrons dominate where they leave the layer, and holes dominate at the other side. Inserting \(J_n-J_p=J(2\xi-1)\) into equation (9) and integrating from the left edge,

\[
S(x)-S(0)=-i\omega\tau J\int_0^{\xi}(2\xi'-1)\,d\xi'
=i\omega\tau J\,\xi(1-\xi). \tag{10}
\]

The particle current has a bulge in the middle of the layer, in quadrature with the current itself. Its height should be \(1/4\) in units of \(i\omega\tau J\). Direct solution of equations (1) at \(a=0.999\) and \(\omega\tau=10^{-3}\) gives \(0.249\).

The bulge is small compared with \(J\), but smallness in that sense is not enough. In equation (4) the large terms \(-2J\) and \(2aJ\) nearly cancel near breakdown. What remains is of order \(J/M_0\) and \(\omega\tau J\), and the bulge is also of order \(\omega\tau J\). It must therefore be kept. The integral of \(\xi(1-\xi)\) from 0 to 1 is \(1/2-1/3=1/6\), so equation (10) gives

\[
\bar S=S(0)+\frac{i\omega\tau}{6}J,\qquad S(W)=S(0).
\]

To this order \(J\) in the small term can be replaced by \(\bar S\), and the edge terms in equation (4) are

\[
-\big[S(0)+S(W)\big]=-2S(0)=-2\bar S+\frac{i\omega\tau}{3}\bar S .
\]

For uniform \(\alpha\) the ionisation integral is \(\int_0^W\alpha S\,dx=a\bar S\) without approximation. Equation (4) becomes

\[
i\omega\tau\bar S=-2\bar S+\frac{i\omega\tau}{3}\bar S+2J_s+2a\bar S .
\]

Moving the new term to the left leaves \(\tfrac23 i\omega\tau\bar S\) there. Division by 2 then gives

\[
i\omega\,\frac{\tau}{3}\,\bar S=(a-1)\bar S+J_s. \tag{11}
\]

This has the form of Read's equation, with \(\tau/3\) in place of \(\tau/2\). The edge currents, which measure the loss of carriers, lag behind the mean current during growth, so fewer carriers are lost than the uniform closure supposes and the avalanche responds faster. For uniform ionisation near breakdown, the gain and the product are therefore

\[
M(\omega)\simeq\frac{M_0}{1+i\omega M_0\tau/3},\qquad
M_0B\simeq\frac{3}{2\pi\tau}. \tag{12}
\]

The gain-bandwidth product is still constant at high gain, but it is 1.5 times the value in equation (8).

## The response time from full transport

The symbols carried over are these. Electrons move towards \(+x\) in a layer \(0<x<W\), holes move the other way, both at speed \(v\), and \(\tau=W/v\). Their current magnitudes \(J_n\) and \(J_p\) have the sum \(S\), whose spatial mean \(\bar S\) is the terminal current density at constant voltage. The injected current is \(J_s=J_n(0)+J_p(W)\), the ionisation integral is \(a=\int_0^W\alpha\,dx\), and the steady gain is \(M_0=1/(1-a)\). The currents obey equations (1). Read's equation (6) assumes that \(S\) is uniform and has the response time \(\tau/2\); for uniform \(\alpha\) near breakdown the corrected time is \(\tau/3\).

The correction can be obtained for any distribution of ionisation, and in a way that shows why it is complete at this order. Let

\[
\alpha(x,t)=a(t)\,g(x),\qquad \int_0^W g\,dx=1,\qquad u(x)=\int_0^x g\,dx' .
\]

The function \(u\) rises from 0 to 1 and is the fraction of the ionisation lying to the left of \(x\). An electron at \(x\) has the fraction \(1-u\) of the ionising region still ahead of it, and a hole at \(x\) has the fraction \(u\). This suggests counting each carrier in proportion to the ionisation it can still cause, through

\[
Q=\frac1v\int_0^W\big[(1-u)J_n+uJ_p\big]dx .
\]

Multiply the first of equations (1) by \(1-u\) and the second by \(u\), add them, and integrate. The weights add up to 1, so the ionisation terms give \(\int\alpha S\,dx=a\int gS\,dx\). The derivative terms are integrated by parts, with \(du/dx=g\), \(u(0)=0\) and \(u(W)=1\):

\[
-\int_0^W(1-u)\frac{\partial J_n}{\partial x}dx
=J_n(0)-\int_0^W gJ_n\,dx,
\]

\[
\int_0^W u\frac{\partial J_p}{\partial x}dx
=J_p(W)-\int_0^W gJ_p\,dx .
\]

The currents of the departing carriers, \(J_n(W)\) and \(J_p(0)\), have dropped out, because a carrier that is leaving can cause no further ionisation and has zero weight. The sum is

\[
\frac{dQ}{dt}=(a-1)\int_0^W gS\,dx+J_s. \tag{13}
\]

Like equation (4), this holds without approximation within the model. The difference is that the current now appears multiplied by \(a-1\), which is small near breakdown. An error of relative order \(\omega\tau\) or \(1/M_0\) in the shape of \(S\) therefore changes equation (13) at second order only, whereas in equation (4) it enters at first order.

It remains to express \(Q\) through the terminal current. When \(|a-1|\), \(J_s/J\) and the relative change of \(J\) in one transit time are all small, the steady profiles at breakdown can be used: \(S=J\) and \(dJ_n/dx=gJ\), so \(J_n=uJ\) and \(J_p=(1-u)J\). Both products in \(Q\) then equal \(u(1-u)J\), and

\[
Q=\tau_1J,\qquad \tau_1=\frac2v\int_0^W u(1-u)\,dx. \tag{14}
\]

Equation (13) becomes

an equation of Read's form for the terminal current, with the response time \(\tau_1\) of equation (14) in place of \(\tau/2\). It remains to write this equation out and interpret \(\tau_1\), to solve the transport equations for uniform ionisation at any gain and frequency, and to apply the results to a definite device.
